\section*{Onset of modulated order in a ferroelectric with competing layer couplings}

\section{Why comparing two simple patterns is not enough}

Suppose that neighbouring layers of a ferroelectric favour parallel polarization with strength $J_1>0$, while next-nearest layers favour antiparallel polarization with strength $rJ_1$. A natural way to find where uniform order gives way is to compare two saturated patterns, $++++$ and $++--$. Their interlayer energies per layer are $-J_1+rJ_1$ and $-rJ_1$, which are equal at $r=1/2$. Taken as a guide to the first order that appears on cooling, this comparison predicts uniform polarization for all $r<1/2$. In mean-field theory that is wrong for $1/4<r<1/2$: near the transition the polarization is small and can vary smoothly from layer to layer, and a long-period wave then orders first. The threshold for this is $r=1/4$, and the cosine of the wavevector at onset is $1/(4r)$.

\section{Model and assumptions}

Layer $n$ carries a uniform order parameter $p_n$, with $-1\le p_n\le 1$. It is the mean orientation of two-state dipoles, and $p_n=\pm1$ is saturation. The polarization is perpendicular to the stacking axis, so its variation along that axis creates no bound charge. There are $N$ layers on a ring, and $N\to\infty$ is taken at the end. The coupling within a layer is $J_0\ge0$. The mean-field free energy, per column of one dipole from each layer and measured from the disordered state, is
\begin{equation}
F=\sum_n\left[g(p_n)-\tfrac12J_0p_n^2-J_1p_np_{n+1}+rJ_1p_np_{n+2}\right],
\label{F}
\end{equation}
with $r>0$. The term $g$ is $-T$ times the mixing entropy of up and down dipoles in fractions $(1\pm p)/2$, with its value at $p=0$ subtracted:
\begin{equation}
g(p)=\frac{kT}{2}\left[(1+p)\ln(1+p)+(1-p)\ln(1-p)\right].
\end{equation}

Write $p_n=N^{-1/2}\sum_q p_qe^{iqn}$, where $q$ is the phase advance per layer. Since $p_n$ is real, $p_{-q}=p_q^*$, and therefore
\begin{equation}
\sum_np_np_{n+m}=\sum_q|p_q|^2e^{iqm}=\sum_q|p_q|^2\cos mq .
\end{equation}
The last step pairs $q$ with $-q$. The three coupling terms in (\ref{F}) add up to $-\frac12\sum_qJ(q)|p_q|^2$, with
\begin{equation}
J(q)=J_0+2J_1\cos q-2rJ_1\cos2q .
\label{Jq}
\end{equation}

\section{The theorem}

\textbf{Theorem.} In the mean-field model (\ref{F}), as $N\to\infty$:

(a) If $r\le1/4$, every state of lowest free energy is uniform, at every temperature $T>0$.

(b) If $r>1/4$, the disordered state has the lowest free energy for $T\ge T_i$ and is unstable for $T<T_i$, where
\begin{equation}
\cos q^*=\frac1{4r},\qquad kT_i=J(q^*)=J_0+J_1\left(2r+\frac1{4r}\right).
\label{main}
\end{equation}
For $J(0)\le kT<J(q^*)$ every state of lowest free energy is modulated. As $T\to T_i$ from below, its mean square amplitude goes to zero and its Fourier weight concentrates at $\pm q^*$.

The theorem fixes the wavevector at onset. For $r>1/4$ it does not say that modulation persists down to low temperature.

\section{Two lemmas}

\textbf{Lemma 1.} For $|p|\le1$, $g(p)\ge kT\left(p^2/2+p^4/12\right)$.

\textbf{Proof.} Differentiation gives
\begin{equation}
g'(p)=\frac{kT}{2}\ln\frac{1+p}{1-p}=kT\,\mathrm{artanh}\,p
=kT\left(p+\frac{p^3}{3}+\frac{p^5}{5}+\cdots\right).
\end{equation}
Integrating from zero, where $g=0$, gives $g=kT(p^2/2+p^4/12+p^6/30+\cdots)$. All terms are nonnegative, so dropping those after the second can only lower the sum. The endpoints follow by continuity.

\textbf{Lemma 2.} With $x=\cos q$,
\begin{align}
J(0)-J(q)&=2J_1(1-x)\left[1-2r(1+x)\right],\label{diff}\\
J(q)&=J_0+J_1\left(2r+\frac1{4r}\right)-4rJ_1\left(x-\frac1{4r}\right)^2.\label{square}
\end{align}

\textbf{Proof.} Insert $\cos2q=2x^2-1$ in (\ref{Jq}):
\begin{equation}
J(q)=J_0+2rJ_1+2J_1x-4rJ_1x^2 .
\end{equation}
Subtracting this from its value at $x=1$ gives $2J_1(1-x)-4rJ_1(1-x^2)$, and taking out the factor $2J_1(1-x)$ gives (\ref{diff}). For (\ref{square}), use
\begin{equation}
2J_1x-4rJ_1x^2=-4rJ_1\left(x^2-\frac{x}{2r}\right)
=-4rJ_1\left(x-\frac1{4r}\right)^2+\frac{J_1}{4r}.
\end{equation}

\section{Proof of the theorem}

\textbf{Part (a).} Since $\sum_np_n^2=\sum_q|p_q|^2$, the free energy can be regrouped as
\begin{equation}
F=\sum_n\left[g(p_n)-\tfrac12J(0)p_n^2\right]+\tfrac12\sum_q\left[J(0)-J(q)\right]|p_q|^2 .
\end{equation}
For $q\ne0$ we have $x<1$, so the bracket in (\ref{diff}) exceeds $1-4r\ge0$. The second sum is therefore positive unless $p_q=0$ for all $q\neq0$. The first sum is at least $N$ times the minimum of $g(p)-\frac12J(0)p^2$, and a uniform state reaches that bound while making the second sum vanish. No nonuniform state can do as well.

\textbf{Part (b).} For $r>1/4$ the value $x=1/(4r)$ lies between 0 and 1, so a real $q^*$ exists and (\ref{square}) is largest there. Let $\varepsilon=J(q^*)-kT$. Lemma 1 and $J(q)\le J(q^*)$ give
\begin{align}
F&\ge\tfrac12\sum_q\left[kT-J(q)\right]|p_q|^2+\frac{kT}{12}\sum_np_n^4\label{bound}\\
&\ge-\frac{\varepsilon}{2}\sum_np_n^2+\frac{kT}{12}\sum_np_n^4 .\label{bound2}
\end{align}
For $T\ge T_i$, $\varepsilon\le0$ and $F\ge0$, with equality for $p_n=0$ alone. This excludes an earlier discontinuous transition, which a study of small amplitudes could not do.

For $T<T_i$ and $N$ large enough, some allowed $q$ has $J(q)>kT$. A weak wave with that $q$ makes $F<0$, so the disordered state is unstable. A uniform polar state would have to satisfy $kT\,\mathrm{artanh}\,p=J(0)p$. Since $\mathrm{artanh}\,p>p$ for $0<p<1$, this requires $kT<J(0)$. In the window $J(0)\le kT<J(q^*)$ there is thus no uniform polar state, and the lowest state must be modulated.

The lowest state has $F\le0$. Let $\langle\cdot\rangle$ denote the average over layers. From (\ref{bound2}) and $\langle p^4\rangle\ge\langle p^2\rangle^2$,
\begin{equation}
\langle p^2\rangle\le\frac{6\varepsilon}{kT},
\end{equation}
which vanishes as $T\to T_i$. From (\ref{bound}), without its quartic term, and (\ref{square}),
\begin{equation}
\frac{\sum_q4rJ_1\left(\cos q-\frac1{4r}\right)^2|p_q|^2}{\sum_q|p_q|^2}\le\varepsilon .
\end{equation}
A weighted mean of a nonnegative quantity that is zero only at $\pm q^*$ tends to zero, so the weight concentrates there. This completes the proof.

\section{Remarks on the threshold and its limits}

\textbf{Threshold.} For small $q$, (\ref{Jq}) expands as
\begin{equation}
J(q)=J(0)+J_1(4r-1)q^2+\frac{J_1(1-16r)}{12}q^4+\cdots .
\end{equation}
A slow variation of the order from layer to layer costs energy for $r<1/4$ and gains energy for $r>1/4$. The factor 4 arises because the phase difference between next-nearest layers is twice as large and enters squared. Near threshold $1/(4r)\approx1-4(r-\frac14)$, and $\cos q^*\approx1-q^{*2}/2$ gives
\begin{equation}
q^*\approx\sqrt{8\left(r-\tfrac14\right)} .
\end{equation}
At $r=0.2501$ this is 0.02828 rad, equal to the numerically found position of the maximum of $J(q)$ to the digits shown. The period therefore diverges at the threshold.

\textbf{Finite rings.} On a ring of $N$ layers the smallest nonzero $q$ is $2\pi/N$. Setting the bracket in (\ref{diff}) to zero there gives the threshold $1/[4\cos^2(\pi/N)]$, slightly above $1/4$. Diagonalizing the coupling matrices gives 0.251548 for 40 layers and 0.250386 for 80. Removing the leading $1/N^2$ error gives 0.2500.

\textbf{Strong competition.} As $r\to\infty$, $q^*\to90^\circ$, the four-layer pattern with signs $+--+$. At finite $r$ the onset period stays longer than four layers: it is 6 layers at $r=0.5$ and 4.77 at $r=1$.

\section{Below the onset}

The gain of the modulated instability over the uniform one follows from (\ref{diff}) at $x=1/(4r)$:
\begin{equation}
\delta=J(q^*)-J(0)=-2J_1\,\frac{4r-1}{4r}\left(\frac12-2r\right)=\frac{J_1(4r-1)^2}{4r}.
\end{equation}

Just below $T_i$ take $p_n=A\cos(q^*n+\phi)$. Harmonics enter at higher order in $A$. Because $0<q^*<90^\circ$, the averages of $\cos^2$ and $\cos^4$ are $1/2$ and $3/8$, so to fourth order
\begin{equation}
\frac FN=-\frac{\varepsilon A^2}{4}+\frac{kTA^4}{32},\qquad
A^2=\frac{4\varepsilon}{kT}=\frac{4(T_i-T)}{T},\qquad
\frac FN=-\frac{\varepsilon^2}{2kT}.
\label{wave}
\end{equation}
The amplitude comes from setting the derivative with respect to $A^2$ to zero.

Once $\eta=J(0)-kT$ is positive, uniform order competes. To the same order,
\begin{equation}
\frac FN=-\frac{\eta p^2}{2}+\frac{kTp^4}{12},\qquad p^2=\frac{3\eta}{kT},\qquad
\frac FN=-\frac{3\eta^2}{4kT}.
\end{equation}
The wave has the larger coupling, but uniform order has the smaller quartic cost for a given mean square. With $\varepsilon=\eta+\delta$, the two free energies are equal when $\eta+\delta=\eta\sqrt{3/2}$, so
\begin{equation}
\eta=\frac{\delta}{\sqrt{3/2}-1}\approx4.45\,\delta .
\label{return}
\end{equation}
This estimate requires $\eta\ll kT$ and weak harmonics. It is meant for $r$ near $1/4$, where it shows how modulation can appear first and still give way to uniform order on further cooling. It does not become exact as $r\to1/4$. By (\ref{square}) the gap $J(q^*)-J(3q^*)$ tends to $64\,\delta$, so at $\eta\sim\delta$ the third harmonic keeps a fixed relative size of about 3\%, and the factor with harmonics included tends to about 4.7 rather than 4.45. It fails as $r$ approaches $1/2$. For $r>1/2$ uniform order never returns: a pattern $++--$ with equal magnitudes $|p|$ has the same entropy cost as a uniform state, and its coupling $J_0+2rJ_1$ exceeds $J(0)=J_0+2(1-r)J_1$.

\section{Worked example in the regime of sodium nitrite}

Sodium nitrite is an order-disorder ferroelectric with a narrow modulated phase, in which the polarization is transverse to the modulation. Take $J_0=33.3$ meV, $J_1=3.0$ meV and $r=0.27$. These are model parameters, adjusted to give a transition near 437 K, a modulated range near 1 K and a period near 3 nm. Rough typical values are used for the layer spacing, 0.18 nm, and the saturation polarization, 12 $\mu$C/cm$^2$.

The onset wavevector is
\begin{equation}
\cos q^*=\frac1{1.08}=0.9259,\qquad q^*=22.19^\circ,
\end{equation}
so the period is $360/22.19=16.22$ layers, or about 2.9 nm. The onset temperature follows from
\begin{equation}
kT_i=33.3+3.0\,(0.54+0.9259)=37.698\ \mathrm{meV},\qquad T_i=437.5\ \mathrm K .
\end{equation}
The gain is $\delta=3.0\times0.08^2/1.08=0.0178$ meV, which puts the uniform instability only 0.21 K lower. At 0.1 K below $T_i$, (\ref{wave}) gives $A=\sqrt{0.4/437.4}=0.030$ and a polarization amplitude of $0.030\times12\approx0.36$ $\mu$C/cm$^2$.

By (\ref{return}) the modulated range is $(1+4.45)\times0.206=1.12$ K. Solving the full mean-field equations, harmonics included, and choosing the best single-wave period between 12 and 22 whole layers gives 1.19 K. The estimate is about 5\% below that value. At this lower boundary the best period is 17 layers and the peak polarization is 1.2 $\mu$C/cm$^2$.

\section{What the model leaves out}

\textbf{Third-layer coupling.} Adding $-J_3\sum_np_np_{n+3}$ to $F$ adds $2J_3\cos3q$ to $J(q)$. Since $1-\cos3q=(1-x)(1+2x)^2$, (\ref{diff}) becomes
\begin{equation}
J(0)-J(q)=2(1-x)\left[J_1-2rJ_1(1+x)+J_3(1+2x)^2\right].
\end{equation}
At $x=1$ the bracket vanishes for $J_3=J_1(4r-1)/9$, here 0.027 meV. For the example's $r$ and this $J_3$ the bracket decreases with $x$ throughout $-1\le x\le1$, so $x=1$ is where it is smallest. A ferroelectric third-layer coupling of only 0.89\% of $J_1$ thus removes the modulation. The value $r=1/4$ belongs to a model with two interlayer couplings, and close to threshold it is sensitive to a third.

\textbf{Polarization along the stacking axis.} A longitudinal wave has a depolarizing field $-P/(\epsilon_0\epsilon_\infty)$. With $J_0$ held fixed, this lowers $J(q)$ at $q\ne0$ by $P_s^2v/(\epsilon_0\epsilon_\infty)$. For a volume per dipole $v=0.054$ nm$^3$ and $\epsilon_\infty=2$, both rough, the reduction is about 270 meV, against a total coupling of 37.7 meV. The transverse geometry is an essential assumption.

\textbf{Fluctuations.} The spherical model replaces the fixed dipole length by a constraint on its average. With nearest-neighbour coupling on a square lattice within each layer, it gives a transition at 215 K for the same parameters, 51\% below mean field. This overstates the shift for two-state dipoles: a single isolated layer of them already orders at $0.567J_0/k=219$ K (Onsager's result with bond $J_0/4$), whereas an isolated spherical layer does not order at all. In that model the first mode to order is still the maximum of $J(q)$, so $\cos q^*=1/(4r)$ survives, but only because the constraint shifts all modes equally. For two-state dipoles fluctuations can move both $q^*$ and the threshold: Monte Carlo studies of the cubic lattice with $J_0=4J_1$ place the threshold near $r=0.27$, so the example's period and range, which depend on $r-1/4$, hold in mean-field theory only. Its transition temperature is proportional to the couplings, so roughly doubling all of them at fixed $r$ would restore 437 K.

\textbf{The real crystal.} Sodium nitrite has a transition near 437 K, a modulated range of roughly 1 K and a period of roughly 3 nm. The model matches these because its parameters were adjusted to do so; the agreement is not a prediction. The 51\% shift was found in the spherical model with nearest-neighbour coupling inside the layers, so it is not an estimate for the real crystal. It does show that the fitted couplings depend on the approximation used and should not be read as microscopic values. Strain coupling and the long-range anisotropic part of the dipolar forces are also omitted, and their effects are not estimated here.

\section{Numerical evidence on both sides of the threshold}

Rings of 48 layers with $J_0=4J_1$ were relaxed from random states. At $r=0.20$ and $r=0.25$, at the temperatures tried, none of the relaxed states had a lower free energy than uniform order. At $r=0.40$ and $kT=5.25J_1$, uniform polar order is impossible because $J(0)=5.2J_1$. The lowest state found there has $F/N=-0.0028J_1$. The leading-order value from (\ref{wave}), with $J(q^*)=5.425J_1$, is $-0.175^2J_1/10.5=-0.0029J_1$. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Threshold r, rings of 40 and 80 layers: 0.251548, 0.250386
Threshold r, extrapolated: 0.249998
r = 0.27: q from 720-layer ring 22.00 deg, formula 22.19 deg, period 16.222 layers
r = 0.30: q from 720-layer ring 33.50 deg, formula 33.56 deg, period 10.728 layers
r = 0.50: q from 720-layer ring 60.00 deg, formula 60.00 deg, period 6.000 layers
r = 1.00: q from 720-layer ring 75.50 deg, formula 75.52 deg, period 4.767 layers
r = 0.2501: q numerical 0.02828 rad, square-root law 0.02828 rad
Control r = 0.40, J0/J1 = 4, kT/J1 = 5.25: lowest F per layer -0.002807 J1
Example inputs (rough sodium nitrite regime)
J0 = 33.3 meV, J1 = 3.0 meV, r = 0.27
Layer spacing 0.18 nm, saturation polarization 12.0 uC/cm2
Volume per dipole 0.054 nm3, electronic permittivity 2.0
cos q* = 0.9259, q* = 22.19 deg
Period = 16.22 layers = 2.92 nm
J(q*) = 37.6978 meV, J(0) = 37.6800 meV
Gain J(q*)-J(0) = 0.01778 meV
Modulated onset Ti = 437.46 K
Uniform instability J(0)/k = 437.26 K
Difference of these temperatures = 0.206 K
Amplitude 0.1 K below Ti: A = 0.0302, polarization 0.363 uC/cm2
Amplitude check, 16 layers, 0.01 meV below onset: solved 0.03263, law 0.03258
Return to uniform order, full mean field: 436.28 K
Return to uniform order, one-sinusoid estimate: 436.34 K
Modulated range: full 1.189 K, estimate 1.124 K
Best whole-layer period at lower boundary: 17 layers
Peak polarization there: 1.222 uC/cm2
Third-layer coupling removing modulation: 0.0267 meV = 0.89 % of J1
Depolarizing energy if P is along q: 274 meV
Spherical-model transition: 215 K, 51 % below mean field
\end{verbatim}
